# Tunnelling through a trapezoidal oxide barrier at low and high voltage

## First derivation: counting electrons by longitudinal energy

### A single transverse state

Take two identical metals separated by an oxide of thickness $d$. Let the oxide present a flat barrier of height $\varphi$ above the Fermi level, and let the electrons move along one line only. Apply a voltage $V$ so small that the tilt of the barrier can be ignored.

In a wave-number interval $dk$ there are $2\,dk/2\pi$ electron states per unit length, the factor 2 being spin. They move at speed $(1/\hbar)\,dE/dk$. The number arriving at the barrier per unit time is therefore

$$
\frac{2\,dk}{2\pi}\,\frac{1}{\hbar}\frac{dE}{dk}=\frac{dE}{\pi\hbar},
$$

whatever the relation between energy and wave number. Inside the barrier the wave decays at the rate $\kappa=\sqrt{2m\varphi}/\hbar$, where $m$ is the electron mass in the oxide. The probability falls by about $e^{-2\kappa d}$. Below both Fermi levels the streams from the two sides cancel, which leaves an energy window of width $eV$. The current is

$$
I\simeq\frac{e}{\pi\hbar}\,e^{-2\kappa d}\,eV .
$$

It is proportional to $V$. The voltage opens the window, while the barrier stays as thick as the oxide.

A triangular barrier behaves differently. There the field $F$ bends the barrier down to the Fermi level inside the oxide, at a distance $\varphi/(eF)$ from the cathode. This distance grows without limit as $F$ falls, so the exponent grows as $1/F$. The full problem adds the tilt of the barrier and the motion parallel to the faces.

### The barrier and its exponent

Electrons flow from the cathode to the anode, and $J$ is the magnitude of the current density. Energies are measured from the cathode Fermi level, so the anode Fermi level lies at $-\Delta$, where

$$
\Delta=eV .
$$

This symbol keeps the energy $eV$ apart from the unit eV. The oxide holds no charge, hence its field $F=V/d$ is uniform and the barrier is

$$
U(x)=\varphi-eFx,\qquad 0<x<d .
$$

For $\Delta<\varphi$ an electron at the cathode Fermi level meets a trapezoid and tunnels through the whole oxide. This is direct tunnelling. For $\Delta>\varphi$ it meets a triangle and enters the oxide conduction band before reaching the anode.

Let the oxide have a single parabolic band, and let the faces be smooth, so that the parallel wave vector $\mathbf k$ is conserved. An electron of total energy $E$ has the wave function $e^{i\mathbf k\cdot\mathbf r}\chi(x)$, with

$$
-\frac{\hbar^2}{2m}\chi''+U(x)\chi=W\chi,\qquad W=E-\frac{\hbar^2k^2}{2m}.
$$

Thus $W$ is the longitudinal energy in the oxide. It contains the oxide mass even when the metal has another mass.

Write $\chi=e^{-\sigma(x)}$. Then $\chi''=(\sigma'^2-\sigma'')\chi$, and the wave equation becomes

$$
\sigma'^2-\sigma''=\kappa_W^2(x),\qquad \kappa_W=\frac{\sqrt{2m[U(x)-W]}}{\hbar}.
$$

If the decay rate changes little over one decay length, $|\kappa_W'|\ll\kappa_W^2$, the term $\sigma''$ is small and $\sigma'\simeq\kappa_W$ for the decaying wave. This is the WKB approximation. I keep its exponential and set the prefactor to one:

$$
T(W)=e^{-S(W)},\qquad S(W)=2\int\kappa_W\,dx .
$$

The integral runs over the part of the oxide where $U>W$. The condition on $\kappa_W'$ fails near a turning point, but a connected solution there changes the prefactor and leaves this leading exponent.

Substitute $y=\varphi-W-eFx$, so that $dx=-dy/(eF)$. For a trapezoid, $y$ falls from $\varphi-W$ to $\varphi-W-\Delta$, and

$$
\begin{aligned}
S(W)&=\frac{2\sqrt{2m}}{\hbar eF}\int_{\varphi-W-\Delta}^{\varphi-W}y^{1/2}\,dy\\
&=\frac{4\sqrt{2m}}{3\hbar eF}
\left[(\varphi-W)^{3/2}-(\varphi-W-\Delta)^{3/2}\right].
\end{aligned}
$$

If $\varphi-W-\Delta<0$, the integration stops at $y=0$ and the second term is absent.

The value at the Fermi level is $S_0=S(0)$, and its slope defines $c=-S'(0)$:

$$
\begin{aligned}
S_0&=\frac{4\sqrt{2m}}{3\hbar eF}\left[\varphi^{3/2}-(\varphi-\Delta)^{3/2}\right],\\
c&=\frac{2\sqrt{2m}}{\hbar eF}\left[\varphi^{1/2}-(\varphi-\Delta)^{1/2}\right].
\end{aligned}
$$

Again the terms in $\varphi-\Delta$ are dropped when $\Delta>\varphi$. The quantity $1/c$ is the energy below the Fermi level over which transmission falls by about a factor $e$.

### From states to current

For each $\mathbf k$ the one-dimensional count applies. There are $d^2k/(2\pi)^2$ parallel states per unit area. Transmission is equal in the two directions. With occupations $f_1$ and $f_2$, the exclusion principle gives the net factor $f_1(1-f_2)-f_2(1-f_1)=f_1-f_2$. Hence

$$
J=\frac{e}{\pi\hbar}\int dE\,(f_1-f_2)\int\frac{d^2k}{(2\pi)^2}\,T(W).
$$

At zero temperature $f_1-f_2=1$ for $-\Delta<E<0$ and vanishes elsewhere.

At fixed $E$, the definition of $W$ gives $d(k^2)=-(2m/\hbar^2)\,dW$. Since $d^2k=\pi\,d(k^2)$ after the angular integration, the measure is $(2\pi m/\hbar^2)\,dW$ with $W$ running upward to $E$. The prefactors combine to

$$
K=\frac{e}{\pi\hbar}\,\frac{1}{4\pi^2}\,\frac{2\pi m}{\hbar^2}
=\frac{em}{2\pi^2\hbar^3}.
$$

The metal limits $k$. If its mass is $M$ and its Fermi energy above the band bottom is $E_F$, then $\hbar^2k^2/2M\le E+E_F$. The lowest available $W$ is $E-(M/m)(E+E_F)$. When $(M/m)cE_F\gg1$ and $cE_F\gg1$, the missing states hardly transmit, and the lower limits set by the band bottom may be removed. In this wide-disc limit

$$
J=K\int_{-\Delta}^{0}dE\int_{-\infty}^{E}dW\,e^{-S(W)} .
$$

Now exchange the integrations. For a given $W$, the energy $E$ runs from the larger of $W$ and $-\Delta$ up to zero. Its range is $\Delta$ if $W<-\Delta$, and $-W$ otherwise:

$$
\frac JK=\Delta\int_{-\infty}^{-\Delta}e^{-S}\,dW+\int_{-\Delta}^{0}(-W)\,e^{-S}\,dW .
$$

Near the Fermi level put $S\simeq S_0-cW$. The first term is $e^{-S_0}\Delta e^{-c\Delta}/c$. With $u=-W$, integration by parts turns the second into

$$
e^{-S_0}\int_0^\Delta u\,e^{-cu}du
=e^{-S_0}\left[\frac{1-e^{-c\Delta}}{c^2}-\frac{\Delta e^{-c\Delta}}{c}\right].
$$

The terms in $\Delta e^{-c\Delta}/c$ cancel, and

$$
\boxed{\,J\simeq\frac{K}{c^2}\,e^{-S_0}\left(1-e^{-c\Delta}\right)\,}
$$

The bracket records the finite window between the two Fermi levels. Replacing it by one leaves a current at $V=0$, where equilibrium requires none.

The error of the straight line is governed by

$$
S''(0)=\frac{\sqrt{2m}}{\hbar eF}\left[\varphi^{-1/2}-(\varphi-\Delta)^{-1/2}\right],
$$

and the linear form needs $|S''(0)|\ll c^2$. For $\Delta<\varphi$ the same expression with $\varphi$ replaced by $\varphi-W$ is negative at every $W\le0$. Thus $S(W)$ lies below its tangent, and the boxed formula underestimates the wide-disc integral. As $\Delta\to\varphi$ the second derivative diverges, and the integral with the full $S(W)$ is the safer form.

### The triangular limit

For $\Delta>\varphi$ the missing far-face terms give $c=2\sqrt{2m\varphi}/(\hbar eF)$. Since $\Delta=eFd$, it follows that $c\Delta=2\kappa d$. For an opaque oxide the bracket is then practically one. The prefactor is

$$
\frac K{c^2}=\frac{em}{2\pi^2\hbar^3}\,\frac{\hbar^2e^2F^2}{8m\varphi}
=\frac{e^3F^2}{16\pi^2\hbar\varphi}.
$$

With $\alpha=e^3/(16\pi^2\hbar\varphi)$, this is the Fowler–Nordheim law

$$
J\simeq\alpha F^2e^{-B/F},\qquad
B=\frac{4\sqrt{2m}\,\varphi^{3/2}}{3\hbar e}.
$$

The oxide mass has cancelled from the prefactor but remains in $B$. At fixed field the thickness has disappeared. This requires $c(\Delta-\varphi)\gg1$. Just above $\Delta=\varphi$, electrons more than $\Delta-\varphi$ below the Fermi level still meet a trapezoid, and the full integral exceeds this law. At fixed thickness, differentiating $\ln J$ gives

$$
\frac{d\ln J}{d\ln V}=2+\frac BF .
$$

If this law is carried down to $F\to0$, outside its regime, it vanishes faster than any power of $F$. The true exponent there is $S_0$. Since $\varphi^{3/2}-(\varphi-\Delta)^{3/2}\simeq\tfrac32\varphi^{1/2}\Delta$, it tends to the finite value $2\kappa d$.

### The low-voltage law without a straight line

The small-voltage current can be found from the full $S(W)$. Measure energies from the mean of the two Fermi levels: $w=W+\Delta/2$ and $\epsilon=E+\Delta/2$. The barrier height above the electron is then

$$
\varphi-w+\Delta\left(\tfrac12-\frac xd\right).
$$

Reversing $\Delta$ reflects this profile about the middle of the oxide and leaves its integral unchanged. Thus $S$ is even in $V$ at fixed $w$, while the limits $-\Delta/2<\epsilon<\Delta/2$ make $J$ odd.

Let $a=2\kappa d$ and $s=\sqrt{1-w/\varphi}$. Averaging the square root over $z=\tfrac12-x/d$, with $\langle z\rangle=0$ and $\langle z^2\rangle=1/12$, gives

$$
S=as-\frac{a\Delta^2}{96\varphi^2s^3}+O(\Delta^4).
$$

At zero voltage $w=\varphi(1-s^2)$ and $|dw|=2\varphi s\,ds$. The inner integral is

$$
I_0=2\varphi\int_1^\infty s\,e^{-as}ds=2\varphi e^{-a}\frac{1+a}{a^2},
$$

so the conductance per unit area is

$$
G=2eK\varphi\,e^{-a}\frac{1+a}{a^2}.
$$

The next term has two sources. First, expand the inner integral in its upper limit $\epsilon$. The linear term integrates to zero. The quadratic term has the coefficient $\tfrac12(a/2\varphi)e^{-a}$, and $\int\epsilon^2d\epsilon=\Delta^3/12$. Its contribution is $a e^{-a}\Delta^3/(48\varphi)$. Second, the change of $S$ contributes

$$
\Delta\,\frac{a\Delta^2}{96\varphi^2}\int_1^\infty\frac{e^{-as}}{s^3}\,2\varphi s\,ds
=\frac{a\Delta^3}{48\varphi}E_2(a),
$$

where $E_2(a)=\int_1^\infty e^{-as}s^{-2}ds$. Dividing the sum by $I_0\Delta$ gives

$$
J=GV\left[1+\gamma\Delta^2+O(\Delta^4)\right],\qquad
\gamma=\frac{a^3[1+e^aE_2(a)]}{96\varphi^2(1+a)} .
$$

For large $a$, $\gamma\simeq a^2/(96\varphi^2)$. The cubic term would equal the linear one at $\Delta=\gamma^{-1/2}\simeq9.8\,\varphi/a$. A thicker oxide therefore leaves its ohmic range at a lower voltage. The boxed formula gives the leading conductance $2eK\varphi e^{-a}/a$, short of $G$ by the factor $1+1/a$.

## Second derivation: a transverse cone and an imaginary-time path

The symbols carried over are these. The oxide has thickness $d$, barrier height $\varphi$, electron mass $m$ and field $F=V/d$, and $\Delta=eV$. Energies start at the cathode Fermi level, $W=E-\hbar^2k^2/2m$ is the longitudinal energy, and $K=em/(2\pi^2\hbar^3)$. The first derivation gave $J\simeq(K/c^2)e^{-S_0}(1-e^{-c\Delta})$, where $S_0$ is the WKB exponent at the Fermi level and $c$ its rate of decrease with $W$. It also gave $J=GV(1+\gamma\Delta^2+\dots)$ at low voltage and $J=\alpha F^2e^{-B/F}$ for $\Delta>\varphi$. The abbreviations are $\kappa=\sqrt{2m\varphi}/\hbar$ and $a=2\kappa d$.

### The exponent from uniform deceleration

Under the barrier the momentum is imaginary. Let its magnitude be $q=\hbar\kappa_W$, so that at $W=0$

$$
\frac{q^2}{2m}=\varphi-eFx .
$$

Introduce a parameter $t$ by $dx/dt=q/m$. Differentiating the energy relation gives $(q/m)\,dq/dt=-eF\,dx/dt$, hence

$$
\frac{dq}{dt}=-eF .
$$

The forbidden region is thus crossed like the path of a uniformly decelerated particle. The parameter is the magnitude of an imaginary time, and I do not identify it with a measured delay.

The path starts with $q_0=\sqrt{2m\varphi}$ and ends with $q_1=\sqrt{2m(\varphi-\Delta)}$, or with $q_1=0$ for a triangle. Its duration is $\theta=(q_0-q_1)/(eF)$. Since $dx=q\,dt/m$,

$$
S_0=\frac2\hbar\int q\,dx=\frac{2}{m\hbar}\int_0^\theta(q_0-eFt)^2dt
=\frac{2(q_0^3-q_1^3)}{3m\hbar eF}.
$$

Inserting $q_0^3=(2m)^{3/2}\varphi^{3/2}$ and the like for $q_1$ reproduces the earlier $S_0$.

The slope follows from $\partial q/\partial W=-m/q$ at fixed $x$:

$$
c=-\frac{dS}{dW}\bigg|_{0}=\frac2\hbar\int\frac{m\,dx}{q}=\frac{2\theta}{\hbar}.
$$

A moving turning point adds nothing, because $q=0$ there. This is again the earlier $c$.

### The number of open transverse states

Insert $W=E-\hbar^2k^2/2m$ into the linear exponent:

$$
T\simeq e^{-S_0+cE}\exp\left(-\frac{c\hbar^2k^2}{2m}\right).
$$

Transmission is confined to a narrow cone about the normal. Since $\int d^2k\,e^{-\lambda k^2}=\pi/\lambda$, the effective number of transverse states per unit area, for one spin, is

$$
n_\perp=\int\frac{d^2k}{(2\pi)^2}\exp\left(-\frac{c\hbar^2k^2}{2m}\right)=\frac{m}{2\pi c\hbar^2}.
$$

Each carries the one-dimensional current of the opening case. Hence

$$
J=\frac{e}{\pi\hbar}\,n_\perp e^{-S_0}\int(f_1-f_2)e^{cE}dE,\qquad
\frac{e}{\pi\hbar}\,n_\perp=\frac Kc .
$$

At zero temperature the energy integral is $(1-e^{-c\Delta})/c$, and the boxed result of the first half returns. One factor $1/c$ measures the transverse cone. The other comes from the energies below the cathode Fermi level. When $c\Delta\ll1$, the window $\Delta$ replaces that second factor, and the current becomes ohmic.

### Temperature

This form extends easily to warm electrodes. Let $k_BT_e$ be their thermal energy and $\beta=ck_BT_e<1$. Integration by parts gives

$$
\int f_1e^{cE}dE=\frac1c\int\left(-\frac{df_1}{dE}\right)e^{cE}dE .
$$

The boundary terms vanish for $\beta<1$. With $r=f_1$, one has $e^{E/k_BT_e}=(1-r)/r$, and the last integral becomes

$$
\int_0^1r^{-\beta}(1-r)^\beta dr=\Gamma(1-\beta)\Gamma(1+\beta)=\frac{\pi\beta}{\sin\pi\beta}.
$$

For $f_2$ the shift of the Fermi level supplies a further $e^{-c\Delta}$. The linearised current is therefore multiplied by $\pi\beta/\sin\pi\beta$ at any voltage. As $\beta\to1$, energies far above the Fermi level matter and the straight-line exponent fails.

### What each derivation assumes

Both derivations use equilibrium occupations in the electrodes, elastic tunnelling, a conserved parallel wave vector, an oxide without charge, and a WKB transmission with unit prefactor. Their agreement does not test these shared assumptions.

The first derivation groups electrons by $W$. It needs a transmission that depends on $W$ alone and a wide Fermi disc. It does not need a linear exponent until the last step, which is why it also yields $G$ and $\gamma$.

The second needs the linear exponent from the start, since the Gaussian cone rests on it. In return it keeps $E$ and $\mathbf k$ apart. If the oxide had a different parallel mass $m_\parallel$, that mass would enter $n_\perp$ and hence $K$, while the normal mass would remain in $S_0$ and $c$. A finite metal disc cuts the Gaussian at $k^2=2M(E+E_F)/\hbar^2$, where $M$ is the metal mass and $E_F$ its Fermi energy. The transverse integral then acquires the factor

$$
1-\exp\left[-\frac{cM}{m}(E+E_F)\right].
$$

This shows directly when the wide-disc limit fails.

### A gate charged by a plasma

During plasma etching, a conductor connected to a gate can collect unequal electron and ion currents. Take an imbalance of $0.1\ \mathrm{mA/cm^2}$ and a collecting area 100 times the gate area. In the steady state the gate oxide must carry

$$
J=100\times0.1\ \mathrm{mA/cm^2}=10^{-2}\ \mathrm{A/cm^2}.
$$

The current source is held fixed while oxides of 2 and 6 nm are compared. The round parameters are $\varphi=3$ eV and $m=0.5$ electron masses. The metal electrodes have the free-electron mass and $E_F=5$ eV. These give $\kappa=6.275\ \mathrm{nm^{-1}}$, $K=8.092\times10^9\ \mathrm{A/(cm^2\,eV^2)}$ and $B=251$ MV/cm.

For the thin oxide $a=2(6.275)(2)=25.10$, and

$$
G=2(8.092\times10^9)(3)\,e^{-25.10}\,\frac{26.10}{25.10^2}
\simeq0.0253\ \mathrm{S/cm^2}.
$$

The coefficient $\gamma$ is $0.727\ \mathrm{eV^{-2}}$, so the cubic term would equal the linear one at 1.17 V.

A numerical state sum provides the reference within the WKB model. It integrates over $E$ and $k$ at zero temperature, with the finite metal disc and the full exponent. The table sets it beside the boxed formula and the shortcut in which the bracket is replaced by one. The currents are for 2 nm, in $\mathrm{A/cm^2}$.

| $V$ (V) | state sum | boxed | shortcut |
|---|---|---|---|
| 0.01 | $2.53\times10^{-4}$ | $2.43\times10^{-4}$ | $5.93\times10^{-3}$ |
| 0.10 | $2.55\times10^{-3}$ | $2.43\times10^{-3}$ | $7.06\times10^{-3}$ |
| 0.50 | $1.51\times10^{-2}$ | $1.39\times10^{-2}$ | $1.56\times10^{-2}$ |
| 1.00 | $4.96\times10^{-2}$ | $4.40\times10^{-2}$ | $4.45\times10^{-2}$ |
| 2.00 | $0.530$ | $0.453$ | $0.453$ |

The boxed formula is low by 4 per cent of the state sum at 0.01 V and by 14 per cent at 2 V. The sign agrees with the tangent argument. The shortcut is 23 times too large at 0.01 V, and it tends to $5.8\times10^{-3}\ \mathrm{A/cm^2}$ at zero voltage.

Solving for the voltage at which the state sum equals the imposed current gives 0.360 V for the 2 nm oxide, a field of 1.80 MV/cm. The low-voltage expansion shows why:

$$
0.0253(0.360)\left[1+0.727(0.360)^2\right]\simeq0.0100\ \mathrm{A/cm^2}.
$$

At this same field the triangular law would give about $10^{-54}\ \mathrm{A/cm^2}$. It describes a barrier that extends far beyond the actual anode.

The 6 nm oxide charges to 6.68 V, or 11.14 MV/cm. Now $\Delta>\varphi$, and with $\alpha=5.138\times10^{-7}\ \mathrm{A/V^2}$

$$
\alpha F^2e^{-B/F}=5.138\times10^{-7}(1.114\times10^7)^2e^{-22.534}
\simeq1.04\times10^{-2}\ \mathrm{A/cm^2}.
$$

This is 4 per cent above the imposed value, because the triangular exponent curves the other way near the Fermi level. The logarithmic slopes $d\ln J/d\ln V$ from the state sum are 1.18 for the thin oxide and 24.5 for the thick one. A 10 per cent rise in the imposed current therefore raises the thin-oxide voltage by roughly 8 per cent and the thick-oxide voltage by roughly 0.4 per cent.

### After the plasma stops

Let the gate then be isolated, with the oxide as its only leakage path, and neglect any charge stored by the capacitance of the attached conductor to its surroundings. The gate's charge per unit area is $\varepsilon F$, where $\varepsilon$ is the oxide permittivity, so $\varepsilon\,dF/dt=-J$.

In the ohmic range $J=GFd$, and the field decays exponentially with the time constant $\tau=\varepsilon/(Gd)$. For a relative permittivity of 3.9 and 2 nm this is 68 µs.

In the triangular range put $y=1/F$. Then

$$
\frac{dy}{dt}=-\frac1{F^2}\frac{dF}{dt}=\frac{\alpha}{\varepsilon}e^{-By}.
$$

Multiplying by $Be^{By}$ and integrating from the initial field $F_0$ gives

$$
F(t)=\frac{B}{\ln\left[e^{B/F_0}+\alpha Bt/\varepsilon\right]} .
$$

After 1 s the 6 nm oxide is at 7.48 MV/cm and still holds 4.49 V. This is above 3 V, so the triangular law has applied throughout. With the state-sum current in place of the triangular law, reaching the same field takes 1.03 s. Direct tunnelling takes over below 3 V and is very slow. At 3 V the zero-temperature state-sum current is about $2.7\times10^{-15}\ \mathrm{A/cm^2}$, and a further fall of 0.1 V would take about $4\times10^7$ s. With electrodes at 300 K the same model gives roughly half this time, still many months. The ohmic time constant of $4\times10^{17}$ s applies only well below 0.4 V. At such small currents even a weak leakage path through defects could set the late discharge.

### The model beside a real gate oxide

The barrier, mass and thicknesses are rough values in the range used for silicon-dioxide gate insulators. The field in the 6 nm case is high: it exceeds a rough breakdown field of 10 MV/cm by 11 per cent, so a real film might fail or be damaged before a steady state is reached. A real plasma also supplies less current as the gate potential rises. The thick oxide reaches 6.7 V only if the plasma can still drive the stated current at that voltage.

The absolute currents are much less certain than the contrast between the regimes. Each estimate below changes one assumption at the balance voltage and gives an approximate factor on the current, first for 2 nm and then for 6 nm.

- **Transmission prefactor:** 4.0 and 2.3. These are ratios to $e^{-S_0}$ from a numerical solution of the Schrödinger equation at the Fermi level with $k=0$, in which the wave function and its slope divided by the local mass are continuous at each face. Reflection at the anode makes the 6 nm ratio oscillate with voltage, between about 1.5 and 2.5 near the balance point.
- **Image force:** 43 and 15. The barrier is lowered by the electron's images in both metals, with a fast relative permittivity of 2.2.
- **Two-band dispersion:** 65 and 11. The squared decay rate at depth $h$ below the oxide band edge is multiplied by $1-h/E_g$, with $E_g=9$ eV.
- **Electrode screening:** 1.2 and 18 at fixed oxide field. The Thomas–Fermi length is 0.060 nm, and the cathode drop lowers the barrier by 0.04 and 0.26 eV.
- **Temperature of 350 K:** 1.03 and 1.23, from the state sum.
- **Small electrode Fermi energy, 0.1 eV:** 0.15 and 0.47, from the state sum. The shallow band removes transverse states and also all energies more than 0.1 eV below the cathode Fermi level. This indicates one effect of an electrode more like a doped semiconductor, whose band bending is left out here.

The image, dispersion and screening factors compare exponents at the cathode Fermi level, integrated numerically. The factors are not independent and should not be multiplied together. A barrier height and mass fitted to measured currents would already absorb part of them.

Their effect on the balance voltage depends on the regime. Suppose the image-force factor stays constant as the voltage readjusts. In the nearly ohmic thin oxide it would lower 0.36 V to about 0.01 V. In the thick oxide the slope of 24.5 gives a fractional change in $V$ of about $\ln15/24.5=0.11$, so 6.7 V would fall to about 6.0 V. The two oxides would still lie on opposite sides of $\Delta=\varphi$. Traps, plasma damage and rough faces are outside these estimates. A defect path in parallel with the tunnelling current would lower either balance voltage under the same imposed current.

Numerical values quoted here were computed with a short program.
